# Choosing the film thickness for a photon-limited absorption measurement

## The question

The absorption coefficient $\alpha$ of a photoresist is to be found from the transmission of a uniform film of thickness $t$. Without the film, the detector would record an expected number $N_0$ of counts during the exposure. With the film it records $N$ counts, a Poisson variable of mean

$$\lambda=N_0e^{-x},\qquad x=\alpha t .$$

The optical depth $x$ is defined with the natural logarithm. In parts (a) to (e), $N_0$ and $t$ are known without error, there is no background, and reflection is neglected. When thicknesses are compared, $\alpha$ and $N_0$ are held fixed.

For numerical work, take an organic chemically amplified resist at the extreme-ultraviolet wavelength 13.5 nm, with the rough typical value $\alpha=0.005\ \mathrm{nm^{-1}}$ (5 per µm), and $N_0=10^6$.

## (a) The fit

**Find the maximum-likelihood estimate of $\alpha$ from one count $N$. What happens if $N=0$?**

**Answer.** The Poisson probability of $N$ is $\lambda^Ne^{-\lambda}/N!$, so the log-likelihood is

$$\ln L=N\ln\lambda-\lambda-\ln N! .$$

Only $\lambda$ depends on $\alpha$, with $d\lambda/d\alpha=-t\lambda$. By the chain rule,

$$\frac{d\ln L}{d\alpha}=\left(\frac N\lambda-1\right)(-t\lambda)=t(\lambda-N).$$

This vanishes when $\lambda=N$, that is, when $N_0e^{-\hat\alpha t}=N$. Taking logarithms gives

$$\hat\alpha=\frac1t\ln\frac{N_0}{N}.$$

The second derivative is $t\,d\lambda/d\alpha=-t^2\lambda<0$, so the stationary point is a maximum.

If $N=0$, the first derivative is $t\lambda>0$ for every finite $\alpha$. The likelihood then keeps rising with $\alpha$ and there is no finite estimate. This happens with probability $e^{-\lambda}$, which is negligible for the large counts considered here. Statements about the error below refer to $N\ge1$.

## (b) The statistical error

**Find the relative standard error of $\hat\alpha$ to leading order in large $\lambda$, as a function of $x$ and $N_0$. Could an unbiased estimator do better?**

**Answer.** Write the count as $N=\lambda(1+\delta)$. A Poisson variable has variance equal to its mean, so

$$\langle\delta\rangle=0,\qquad \langle\delta^2\rangle=\frac{\lambda}{\lambda^2}=\frac1\lambda .$$

Inserting this in the estimate, and using $\ln(N_0/\lambda)=\alpha t$,

$$\hat\alpha=\frac1t\left[\ln\frac{N_0}{\lambda}-\ln(1+\delta)\right]
=\alpha-\frac{\ln(1+\delta)}t\simeq\alpha-\frac\delta t .$$

The minus sign says that an upward fluctuation of the count makes the film look more transparent. The standard error is therefore $\sigma_\alpha=1/(t\sqrt\lambda)$. Dividing by $\alpha$ gives the relative error

$$\varepsilon(x)=\frac{\sigma_\alpha}{\alpha}=\frac1{\alpha t\sqrt{N_0e^{-x}}}=\frac{e^{x/2}}{x\sqrt{N_0}} .$$

The Fisher information is the mean square of the derivative found in (a):

$$I=\left\langle t^2(\lambda-N)^2\right\rangle=t^2\lambda .$$

By the Cramér–Rao inequality, no unbiased estimator of $\alpha$ has a variance below $1/I=1/(t^2\lambda)$. The leading-order variance of $\hat\alpha$ equals this bound, so the large-count error is set by the data and not by a poor choice of fit.

## (c) The best thickness

**Find the optical depth that minimizes $\varepsilon$, prove that the minimum is global, and explain it physically. How sharp is it? Would the answer survive if the transmitted count were held fixed instead of $N_0$?**

**Answer.** The logarithm is an increasing function, so $\varepsilon$ and $\ln\varepsilon$ have the same minimum:

$$\ln\varepsilon=\frac x2-\ln x-\frac12\ln N_0,\qquad
\frac{d\ln\varepsilon}{dx}=\frac12-\frac1x .$$

The derivative is negative for $x<2$, zero at $x=2$ and positive for $x>2$. Hence $x=2$ is the single, global minimum of this large-count law (which needs $\lambda\gg1$ and does not describe films that transmit only a few counts), with

$$t_{\rm best}=\frac2\alpha,\qquad
\frac{\lambda}{N_0}=e^{-2}\simeq0.135,\qquad
\varepsilon_{\min}=\frac{e}{2\sqrt{N_0}} .$$

Two effects compete. For $x\ll1$, $\varepsilon\simeq1/(x\sqrt{N_0})$: nearly all photons arrive, but the film changes their number by little, and the noise is compared with a small signal. For $x\gg1$ the factor $e^{x/2}$ dominates: the attenuation is large, but few counts remain to measure it. Adding thickness $dt$ raises the signal $x$ by the fraction $dx/x$ and the counting noise $1/\sqrt\lambda$ by the fraction $dx/2$. These balance at $x=2$.

To see the sharpness, expand about the minimum. The second and third derivatives of $\ln\varepsilon$ are $1/x^2$ and $-2/x^3$, which at $x=2$ are $1/4$ and $-1/4$. Therefore

$$\ln\frac{\varepsilon}{\varepsilon_{\min}}\simeq\frac{(x-2)^2}{8}-\frac{(x-2)^3}{24}.$$

The error has no first-order dependence on a wrong choice of $x$. This matters because $\alpha$ is not known before the measurement: a rough guess suffices to choose the thickness. At equal distances from $x=2$, the cubic term makes the thin side steeper. A wrong guess of $\alpha$, however, changes $x$ by a factor. With $x=2r$ the exact result is $\ln(\varepsilon/\varepsilon_{\min})=r-1-\ln r$, which is 0.19 for $r=1/2$ and 0.31 for $r=2$: a film too thick by a factor of two costs more than one too thin by the same factor.

If the exposure were lengthened for thicker films so that $\lambda$ stayed fixed, the error would be $1/(x\sqrt\lambda)$. It would fall steadily with $x$ and have no minimum. The optimum belongs to a fixed incident exposure.

## (d) Numbers for the resist, and finite counts

**Compare a 50 nm film with the best film, for the same $N_0$. How many incident counts does each need for a relative error of 1%? Then find the leading correction to the optimum when the counts are finite.**

**Answer.** For 50 nm, $x=0.005\times50=0.25$ and

$$\varepsilon=\frac{e^{0.125}}{0.25\times1000}=0.453\% .$$

The best thickness is $2/0.005=400$ nm, where

$$\varepsilon_{\min}=\frac{e}{2\times1000}=0.136\% .$$

The thin film is worse by a factor 3.33. Solving the error law for the exposure gives $N_0=e^x/(x^2\varepsilon^2)$. For $\varepsilon=0.01$,

$$N_0(50\ \mathrm{nm})=\frac{e^{0.25}}{0.25^2\times10^{-4}}\simeq2.05\times10^5,$$

$$N_0(400\ \mathrm{nm})=\frac{e^2}{2^2\times10^{-4}}\simeq1.85\times10^4 .$$

The thin film needs about eleven times the exposure, the square of 3.33. The minimum is broad: the error stays within 10% of its smallest value from $x=1.25$ to $3.00$, or from about 250 to 600 nm.

For the finite-count correction, the mean square of $\ln(1+\delta)$ is needed to second order in $1/\lambda$. Squaring $\ln(1+\delta)=\delta-\delta^2/2+\delta^3/3-\dots$ gives

$$[\ln(1+\delta)]^2=\delta^2-\delta^3+\left(\frac14+\frac23\right)\delta^4+\dots$$

The Poisson distribution has $\ln\langle e^{sN}\rangle=\lambda(e^s-1)$, so all its cumulants equal $\lambda$. Its third central moment is thus $\lambda$ and its fourth is $3\lambda^2+\lambda$. Dividing by $\lambda^3$ and $\lambda^4$,

$$\langle\delta^3\rangle=\frac1{\lambda^2},\qquad
\langle\delta^4\rangle=\frac3{\lambda^2}+\frac1{\lambda^3}.$$

The omitted terms contribute at order $1/\lambda^3$. Hence

$$\left\langle[\ln(1+\delta)]^2\right\rangle
=\frac1\lambda+\frac{-1+\frac{11}{12}\times3}{\lambda^2}+\dots
=\frac1\lambda\left(1+\frac7{4\lambda}\right)+\dots$$

This is a mean square error, so it includes the small bias of the estimate as well as its scatter. With $1/\lambda=e^x/N_0$, the logarithm of the squared relative error is

$$x-\ln N_0-2\ln x+\ln\left(1+\frac{7e^x}{4N_0}\right).$$

To first order in $e^x/N_0$ the last term equals $7e^x/(4N_0)$, which is its own derivative. The condition for a minimum is

$$1-\frac2x+\frac{7e^x}{4N_0}=0 .$$

Set $x=2+\eta$ with $\eta$ small. Then $1-2/x=\eta/(2+\eta)\simeq\eta/2$, and

$$\eta\simeq-\frac{7e^2}{2N_0}.$$

Finite counts favour a slightly thinner film. For $N_0=10^4$ this formula gives $\eta=-0.00259$; direct minimization of the error summed over the Poisson distribution gives $-0.00258$. For $N_0=10^6$ the optimum is 2.0000 to the digits shown. The correction to the error itself becomes visible only where few counts remain: at 1600 nm, with a mean of 335 counts, the leading formula gives 0.6825% and the full sum 0.6843%.

## (e) Several films

**A total of $N_{\rm tot}$ incident counts is shared among films of thicknesses $t_i$, and one $\alpha$ is fitted to all the data. How should the counts be shared to minimize the counting error? Evaluate the error for equal shares of $10^6$ counts on films of 100, 200 and 400 nm.**

**Answer.** The counts are independent, so their log-likelihoods add. The derivative of the sum is $\sum_i t_i(\lambda_i-N_i)$. In its mean square the cross terms vanish, leaving

$$I=\sum_it_i^2\lambda_i,\qquad
\alpha^2I=\sum_iN_{0,i}\,x_i^2e^{-x_i}.$$

Each incident count contributes $x^2e^{-x}$. Its derivative, $x(2-x)e^{-x}$, changes sign from positive to negative at $x=2$, so the largest contribution is $4e^{-2}$. Therefore

$$\alpha^2I\le4e^{-2}N_{\rm tot},\qquad
\varepsilon=\frac1{\alpha\sqrt I}\ge\frac e{2\sqrt{N_{\rm tot}}} ,$$

where $\varepsilon$ is the large-count error. Equality requires every count to be spent at $x=2$.

The three films have $x=0.5$, 1 and 2. Their contributions per count are

$$0.25\times0.6065=0.1516,\quad 1\times0.3679=0.3679,\quad 4\times0.1353=0.5413,$$

with mean 0.3536. Thus $\varepsilon=1/\sqrt{0.3536\times10^6}=0.168\%$, against 0.136% for the single best film. Simulated fits to such data scatter by 0.169%.

The loss can be worth accepting. If an unknown constant loss $c$ is present, so that $\ln(N_0/\lambda)=\alpha t+c$ for the mean count $\lambda$, one thickness gives one equation for two unknowns. Two thicknesses can separate $\alpha$ from $c$, and a third can reveal a departure from the straight line.

## (f) Imperfect knowledge of flux and thickness

**Let the incident flux have relative standard error $s$ and the thickness an absolute standard error $d$, independent of each other, of the counting noise and of $t$. Find the condition for the new optimum. Evaluate it for $s=0.1\%$ alone and for $d=1$ nm alone.**

**Answer.** Let the true flux be $N_0(1+f)$ and the true thickness $t+u$, with $\langle f^2\rangle=s^2$ and $\langle u^2\rangle=d^2$. The analyst still uses $N_0$ and $t$. The count is $N=N_0(1+f)e^{-\alpha(t+u)}(1+\delta)$, so to first order

$$\ln\frac{N_0}N\simeq x+\alpha u-f-\delta .$$

The three errors are independent and their variances add. Dividing by $x^2$,

$$\varepsilon^2=\frac{e^x/N_0+C}{x^2},\qquad C=s^2+(\alpha d)^2 .$$

Differentiating,

$$\frac{d\varepsilon^2}{dx}
=\frac{e^x/N_0}{x^2}-\frac{2(e^x/N_0+C)}{x^3}
=\frac{(x-2)e^x-2N_0C}{N_0x^3}.$$

The optimum obeys

$$(x-2)e^x=2N_0C .$$

For $C>0$ the left side is too small at every $x\le2$, and above 2 it rises without limit. There is one minimum, and it lies above 2. Errors that do not grow with thickness are diluted by a larger $x$, so a thicker film pays.

For the flux error alone, $N_0C=10^6\times10^{-6}=1$. The condition $(x-2)e^x=2$ gives $x=2.218$, or 444 nm. The same value applies when the incident flux is itself estimated from a reference run of expected count $N_0$: then $s^2=1/N_0$ to leading order and $N_0C=1$ whatever the value of $N_0$.

For the thickness error alone, $\alpha d=0.005$ and $N_0C=25$. The condition $(x-2)e^x=50$ gives $x=3.504$, or 701 nm, with an error of 0.218%. Staying at $x=2$ would give 0.285%. At 400 nm the thickness error contributes $d/t=0.25\%$, more than the 0.136% from counting.

If instead the thickness error is a fixed fraction $\rho$ of $t$, then $(\alpha d)^2/x^2=\rho^2$. To the first order used here, this adds a constant to $\varepsilon^2$ and leaves the optimum where it was.

## (g) Background, and the real measurement

**A known mean background of $bN_0$ Poisson counts is subtracted before the fit. In which direction does it move the optimum of (c)? What bias results at $x=2$ if a background with $b=0.001$ is overlooked? Discuss whether the simple optimum is a good prescription for the resist.**

**Answer.** The recorded count has variance $N_0(e^{-x}+b)$, while the signal after subtraction still has mean $N_0e^{-x}$. The variance of its logarithm is, to leading order, the ratio of the variance to the squared mean, so

$$\varepsilon^2=\frac{(e^{-x}+b)e^{2x}}{N_0x^2}.$$

Setting the derivative of its logarithm to zero,

$$-\frac{e^{-x}}{e^{-x}+b}+2-\frac2x=0
\quad\Rightarrow\quad
\frac1x=1-\frac1{2(1+be^x)} .$$

For $b>0$ the right side exceeds $1/2$, so $x<2$: a thick film would leave the signal buried in the background. For $b=0.001$ the shift is small, to $x=1.986$, and the error remains 0.136%.

An overlooked background is more serious. The apparent transmission at $x=2$ is $e^{-2}+b$, and the relative bias of $\alpha$ is

$$\frac{-\ln(e^{-2}+b)-2}{2}=-\frac{\ln(1+be^2)}2=-0.368\% ,$$

which is larger in size than the statistical error. In general the bias is $-\ln(1+be^x)/x$, and it is worse for a thicker film: at the optimum $x=3.504$ found in (f) it is $-0.93\%$, about four times the 0.218% error found there, although the background is only 3% of the transmitted signal.

The resist parameters are rough typical values, and a working film is roughly 50 nm thick or less. The 400 nm optimum therefore calls for a specially prepared film, and its result carries over to the working film only if $\alpha$ is the same in both. The assumption that moves the optimum most among the cases evaluated here is perfect knowledge of thickness. With the flux error, the 1 nm thickness error and the subtracted background all present, the optimum is at $x=3.466$, or 693 nm, with an error of 0.222% against 0.289% at $x=2$.

Two other effects are small in this example. For a free-standing film with an assumed refractive index of 0.975, each face reflects about $1.7\times10^{-4}$ of the light. The full field solution, including interference, gives a bias of at most 0.018% between 390 and 410 nm. This figure depends on the assumed index, ranging from about 0.011% for 0.98 to 0.026% for 0.97, and it applies to the thick film only: near 50 nm the bias reaches about 0.25%. A film on a support has different interfaces and needs its own estimate. The measurement also exposes the resist. With one count per incident photon of 91.8 eV, spread over 1 mm², the dose is

$$\frac{10^6\times91.8\ \mathrm{eV}}{0.01\ \mathrm{cm^2}}\simeq1.5\times10^{-6}\ \mathrm{mJ/cm^2},$$

about $5\times10^{-8}$ of a rough working dose of 30 mJ/cm². A less efficient detector needs a proportionally larger dose for the same $N_0$.

At fixed incident exposure, an optical depth of two is thus the right target when the counting noise of the transmitted light dominates and any background is known, subtracted and well below the transmitted signal. A larger known background calls for a thinner film, by the condition found above. When a fixed flux or thickness error dominates, the condition in (f) should set the thickness, provided the background is known, subtracted and well below the signal transmitted by that thicker film; an overlooked background can make the thicker film the worse choice. The root of that condition grows with $N_0$: for $N_0=10^9$ and the flux and thickness errors used above it gives $x\simeq8.9$, a film of about 1.8 µm transmitting about $10^{-4}$, where stray light and light of other wavelengths, not modelled here, can set the error instead. The numerical output below lists the optimum for the flux error, the thickness error and the subtracted background, separately and together.

## Computed values

```
INPUTS
absorption coefficient = 0.0050 1/nm
expected count without film N0 = 1000000
wavelength = 13.5 nm
ERROR AGAINST THICKNESS
t (nm) | x | mean count | formula error (%) | exact error (%)
   50 | 0.25 | 778801 | 0.4533 | 0.4533
  100 | 0.50 | 606531 | 0.2568 | 0.2568
  200 | 1.00 | 367879 | 0.1649 | 0.1649
  400 | 2.00 | 135335 | 0.1359 | 0.1359
  800 | 4.00 | 18316 | 0.1847 | 0.1847
 1600 | 8.00 | 335 | 0.6825 | 0.6843
OPTIMUM
optimum x from exact distribution, N0 = 1e6: 2.0000
best thickness 2/alpha = 400 nm
transmission at x = 2: 0.1353
smallest relative error = 0.1359 %
optimum shift, N0 = 1e4, exact: -0.00258
optimum shift, N0 = 1e4, formula: -0.00259
error within 10% of minimum: x = 1.25 to 3.00
same range in thickness: 250 to 601 nm
error at 50 nm / smallest error = 3.33
N0 needed for 1% error at 50 nm = 205444
N0 needed for 1% error at 400 nm = 18473
THREE FILMS 100, 200, 400 nm, SAME TOTAL N0
relative error, simulated fits = 0.169 %
relative error, formula = 0.168 %
NEGLECTED EFFECTS
assumed flux error = 0.1 %
assumed thickness error = 1.0 nm
assumed background = 0.1 % of N0
case | optimum x | optimum t (nm) | error there (%) | at x=2 (%)
flux error only | 2.218 | 444 | 0.144 | 0.145
thickness error only | 3.504 | 701 | 0.218 | 0.285
subtracted background only | 1.986 | 397 | 0.136 | 0.136
all three | 3.466 | 693 | 0.222 | 0.289
bias at x=2 if background is not subtracted = -0.368 %
assumed refractive index = 0.975, extinction k = 0.00537
reflectance of one face = 1.68e-04
largest reflection bias, 390-410 nm = 0.0180 %
photon energy = 91.8 eV
measurement dose on 1 mm2 = 1.47e-06 mJ/cm2
fraction of a rough 30 mJ/cm2 working dose = 4.9e-08
```
